# B3LYP term by term, and its two VWN variants for water: a program that tests the result

```python
# Result under test: B3LYP, defined by
#   Exc = S + a0 (HF - S) + ax (B88 - S) + VWN + ac (LYP - VWN),
# equals 0.20 HF + 0.08 S + 0.72 B88 + 0.19 VWN + 0.81 LYP, and the
# self-consistent energy difference dE = E(RPA fit) - E(VWN5) obeys
#   D[n_RPA] <= dE <= D[n_VWN5],  D[n] = 0.19 int n (eps_RPA - eps_VWN5).
# S: Slater exchange; HF: exact exchange of the Kohn-Sham orbitals;
# B88: full Becke exchange; LYP, VWN: correlation; n: electron density.
# Atomic units inside, eV in the output. Closed-shell water molecule.
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, scf
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
A0, AX, AC = 0.20, 0.72, 0.81
BOND, ANGLE = 0.96, 104.5
# Parameters (x0, b, c) of the unpolarised VWN form; A is common to both.
VWN_A = 0.0310907
VWN_SETS = {"RPA": (-0.409286, 13.0720, 42.7198),
            "VWN5": (-0.10498, 3.72744, 12.9352)}
PACKAGED = {"RPA": "HYB_GGA_XC_B3LYP", "VWN5": "HYB_GGA_XC_B3LYP5"}


def vwn_eps(n, fit):
    """Correlation energy per electron of the unpolarised electron gas."""
    x0, b, c = VWN_SETS[fit]
    x = np.sqrt((3 / (4 * np.pi * n)) ** (1 / 3))
    poly = x * x + b * x + c
    poly0 = x0 * x0 + b * x0 + c
    q = np.sqrt(4 * c - b * b)
    at = np.arctan(q / (2 * x + b))
    return VWN_A * (np.log(x * x / poly) + 2 * b / q * at
                    - b * x0 / poly0 * (np.log((x - x0) ** 2 / poly)
                                        + 2 * (b + 2 * x0) / q * at))


def slater_density(n):
    return -0.75 * (3 / np.pi) ** (1 / 3) * n ** (4 / 3)


def b88_density(n, g):
    beta = 0.0042
    n_spin = n / 2
    s = 0.5 * np.sqrt(g) / n_spin ** (4 / 3)
    gradient_part = (2 * beta * n_spin ** (4 / 3) * s * s
                     / (1 + 6 * beta * s * np.arcsinh(s)))
    return slater_density(n) - gradient_part


def lyp_density(n, g):
    a, b, c, d = 0.04918, 0.132, 0.2533, 0.349
    cf = 0.3 * (3 * np.pi ** 2) ** (2 / 3)
    t = n ** (-1 / 3)
    omega = np.exp(-c * t) / (1 + d * t) * n ** (-11 / 3)
    delta = c * t + d * t / (1 + d * t)
    return (-a * n / (1 + d * t)
            - a * b * omega * (cf * n ** (14 / 3)
                               - n * n * g * (3 + 7 * delta) / 72))


def solve(mol, fit, start=None):
    """Self-consistent calculation with the packaged functional."""
    mf = dft.RKS(mol)
    mf.verbose = 0
    mf.xc = PACKAGED[fit]
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 60
    if start is None:
        mf.grids.level = 4
        mf.kernel()
    else:
        mf.grids = start.grids
        mf.kernel(dm0=start.make_rdm1())
    assert mf.converged
    return mf


def density_on_grid(mol, mf):
    """Density, its gradient and the weights where n is not negligible."""
    ao = dft.numint.eval_ao(mol, mf.grids.coords, deriv=1)
    half = ao[0] @ mf.make_rdm1()
    rho = np.array([np.sum(half * ao[0], axis=1)]
                   + [2 * np.sum(half * ao[k], axis=1) for k in (1, 2, 3)])
    keep = rho[0] > 1e-11
    return np.ascontiguousarray(rho[:, keep]), mf.grids.weights[keep]


def fixed_density_difference(rho, w):
    n = rho[0]
    return (1 - AC) * np.sum(w * n * (vwn_eps(n, "RPA")
                                      - vwn_eps(n, "VWN5")))


# The two fits, point by point, against libxc; the RPA fit lies lower.
rs_scan = np.logspace(-2, 2, 81)
n_scan = 3 / (4 * np.pi * rs_scan ** 3)
for fit, code in (("RPA", ",LDA_C_VWN_RPA"), ("VWN5", ",LDA_C_VWN")):
    reference = libxc.eval_xc(code, n_scan, spin=0, deriv=1)[0]
    assert np.max(np.abs(reference - vwn_eps(n_scan, fit))) < 1e-6
assert np.all(vwn_eps(n_scan, "RPA") < vwn_eps(n_scan, "VWN5"))

# Separate self-consistent calculations, bracket and basis dependence.
differences = {}
for basis in ("6-31g", "def2-tzvp"):
    mol = gto.M(atom=f"O; H 1 {BOND}; H 1 {BOND} 2 {ANGLE}",
                basis=basis, verbose=0)
    mf_rpa = solve(mol, "RPA")
    mf_vwn5 = solve(mol, "VWN5", mf_rpa)
    runs = {"RPA": mf_rpa, "VWN5": mf_vwn5}
    grids = {fit: density_on_grid(mol, runs[fit]) for fit in runs}
    lower = fixed_density_difference(*grids["RPA"])
    upper = fixed_density_difference(*grids["VWN5"])
    delta_e = mf_rpa.e_tot - mf_vwn5.e_tot
    # The slack covers convergence and rounding of the total energies.
    assert lower - 1e-7 <= delta_e <= upper + 1e-7
    assert abs(upper - lower) < 0.01 * abs(delta_e)
    differences[basis] = delta_e
assert abs(differences["6-31g"] / differences["def2-tzvp"] - 1) < 0.02

# Energy terms from the written-out formulas, in the larger basis.
terms, other = {}, {}
for fit in runs:
    rho, w = grids[fit]
    n, g = rho[0], np.sum(rho[1:] ** 2, axis=0)
    assert abs(np.sum(w * n) - mol.nelectron) < 1e-3
    dm = np.asarray(runs[fit].make_rdm1())
    coulomb, exchange = scf.hf.get_jk(mol, dm)
    e = {"HF": -0.25 * np.sum(dm * exchange),
         "S": np.sum(w * slater_density(n)),
         "B88": np.sum(w * b88_density(n, g)),
         "VWN": np.sum(w * n * vwn_eps(n, fit)),
         "LYP": np.sum(w * lyp_density(n, g))}
    for name, code, r in (("S", "LDA_X,", n), ("B88", "GGA_X_B88,", rho),
                          ("LYP", ",GGA_C_LYP", rho)):
        eps = libxc.eval_xc(code, r, spin=0, deriv=1)[0]
        assert abs(np.sum(w * n * eps) - e[name]) < 2e-6, name
    rest = (mol.energy_nuc() + np.sum(dm * scf.hf.get_hcore(mol))
            + 0.5 * np.sum(dm * coulomb))
    three_parameter = (e["S"] + A0 * (e["HF"] - e["S"])
                       + AX * (e["B88"] - e["S"])
                       + e["VWN"] + AC * (e["LYP"] - e["VWN"]))
    collected = (0.20 * e["HF"] + 0.08 * e["S"] + 0.72 * e["B88"]
                 + 0.19 * e["VWN"] + 0.81 * e["LYP"])
    assert abs(rest + three_parameter - runs[fit].e_tot) < 5e-6
    assert abs(rest + collected - runs[fit].e_tot) < 5e-6
    terms[fit], other[fit] = e, rest

weights = {"HF": A0, "S": 1 - A0 - AX, "B88": AX, "VWN": 1 - AC, "LYP": AC}
print(f"O-H distance: {BOND:.2f} angstrom")
print(f"H-O-H angle: {ANGLE:.1f} degrees")
print(f"electrons: {mol.nelectron}")
print(f"def2-TZVP basis functions: {mol.nao_nr()}")
print("correlation per electron (eV): r_s in bohr, RPA fit, VWN5, diff")
for rs in (0.1, 0.5, 1.0, 2.0, 5.0):
    dens = 3 / (4 * np.pi * rs ** 3)
    e_r, e_5 = vwn_eps(dens, "RPA") * EV, vwn_eps(dens, "VWN5") * EV
    print(f"  {rs:.1f}  {e_r:.4f}  {e_5:.4f}  {e_r - e_5:.4f}")
for fit in ("RPA", "VWN5"):
    print(f"{fit} variant: term, weight, full term (eV), weighted (eV)")
    for name, weight in weights.items():
        value = terms[fit][name] * EV
        print(f"  {name:4s} {weight:.2f} {value:11.4f} {weight * value:11.4f}")
    exc = sum(weights[k] * terms[fit][k] for k in weights)
    print(f"  E_xc: {exc * EV:.4f} eV")
    print(f"  all other energy terms: {other[fit] * EV:.4f} eV")
    print(f"  self-consistent total: {runs[fit].e_tot * EV:.4f} eV")
print(f"lower bound D[n_RPA]: {lower * EV:.6f} eV")
print(f"dE = E(RPA fit) - E(VWN5): {delta_e * EV:.6f} eV")
print(f"upper bound D[n_VWN5]: {upper * EV:.6f} eV")
print(f"bracket width: {(upper - lower) * EV:.2e} eV")
print(f"dE in hartree: {delta_e:.6f} hartree")
print(f"dE per electron: {delta_e * EV / mol.nelectron:.4f} eV")
mean_gap = lower * EV / ((1 - AC) * mol.nelectron)
print(f"mean eps_RPA - eps_VWN5 at n_RPA: {mean_gap:.4f} eV")
print(f"dE in 6-31G basis: {differences['6-31g'] * EV:.6f} eV")
print("OK")
```

Running it gives:

```
O-H distance: 0.96 angstrom
H-O-H angle: 104.5 degrees
electrons: 10
def2-TZVP basis functions: 43
correlation per electron (eV): r_s in bohr, RPA fit, VWN5, diff
  0.1  -3.9165  -3.3021  -0.6144
  0.5  -2.6569  -2.0970  -0.5599
  1.0  -2.1582  -1.6332  -0.5250
  2.0  -1.6997  -1.2186  -0.4811
  5.0  -1.1727  -0.7656  -0.4072
RPA variant: term, weight, full term (eV), weighted (eV)
  HF   0.20   -243.0630    -48.6126
  S    0.08   -220.8384    -17.6671
  B88  0.72   -244.4799   -176.0255
  VWN  0.19    -23.3627     -4.4389
  LYP  0.81     -9.2669     -7.5062
  E_xc: -254.2503 eV
  all other energy terms: -1826.4129 eV
  self-consistent total: -2080.6633 eV
VWN5 variant: term, weight, full term (eV), weighted (eV)
  HF   0.20   -243.0485    -48.6097
  S    0.08   -220.8258    -17.6661
  B88  0.72   -244.4667   -176.0160
  VWN  0.19    -18.0512     -3.4297
  LYP  0.81     -9.2666     -7.5060
  E_xc: -253.2274 eV
  all other energy terms: -1826.4268 eV
  self-consistent total: -2079.6542 eV
lower bound D[n_RPA]: -1.009063 eV
dE = E(RPA fit) - E(VWN5): -1.009056 eV
upper bound D[n_VWN5]: -1.009048 eV
bracket width: 1.48e-05 eV
dE in hartree: -0.037082 hartree
dE per electron: -0.1009 eV
mean eps_RPA - eps_VWN5 at n_RPA: -0.5311 eV
dE in 6-31G basis: -1.010465 eV
OK
```
